When the fluorine-to-argon emission ratio tracks relative fluorine density

## 1. Definitions and conventions

A small amount of argon is added to a fluorine-containing etch plasma. Two lines are recorded, F 703.7 nm and Ar 750.4 nm, and their photon rates are divided:

R = I_F/I_Ar.

The densities of fluorine atoms, ground-state argon, parent gas and electrons are n_F, n_Ar, n_P and n_e, in cm⁻³. Electron energy ε and electron temperature T are in eV. Cross sections σ are in cm² and rate coefficients k in cm³/s. In formulas with the electron mass m and the elementary charge e, speeds come out in SI units and are then converted to cm/s.

The ratio "tracks" fluorine if

R = A n_F/n_Ar

with a constant A that doesn't depend on T. This gives fluorine relative to argon. A relative fluorine density also needs n_Ar, or the knowledge that n_Ar has not changed.

An upper level u, excited by electrons from a ground state of density n, obeys

dn_u/dt = n_e n k − (A_u + ν_u) n_u,

where A_u is its total radiative decay rate and ν_u its collisional loss rate. Cascades from higher levels and reabsorption of light are left out. In the steady state n_u = n_e n k/(A_u + ν_u). If the line has transition rate A_line and detection efficiency η, then

I = η A_line n_u = η b n_e n k,  b = A_line/(A_u + ν_u).

Both lines see the same n_e, which cancels in the ratio. With C = η_F b_F/(η_Ar b_Ar), held fixed throughout,

R = C (n_F/n_Ar)(k_F/k_Ar).

The first question is therefore how k_F/k_Ar depends on T.

## 2. The simple case: direct excitation with a threshold law

For Maxwellian electrons the average of σv over speeds is

k = 4π (m/(2πeT))^(3/2) ∫ σ v³ exp(−mv²/(2eT)) dv.

Put ε = mv²/(2e). Then v = (2eε/m)^(1/2) and dv = (e/(2mε))^(1/2) dε, so

v³ dv = 2 (e/m)² ε dε.

The numerical prefactor is 8π/(2π)^(3/2) = (8/π)^(1/2), and the powers of e/m combine to 1/2:

k = (8e/(πm))^(1/2) T^(−3/2) ∫ σ(ε) ε e^(−ε/T) dε.

Since the mean speed is v̄ = (8eT/(πm))^(1/2), this is also

k = v̄ T⁻² ∫ σ ε e^(−ε/T) dε.

Take the model cross section σ = Q(1 − E/ε) above the threshold E and zero below it. Then σε = Q(ε − E). With u = ε − E the integral becomes

Q e^(−E/T) ∫₀^∞ u e^(−u/T) du = Q T² e^(−E/T),

and therefore

k = Q v̄ e^(−E/T).

The mean speed cancels between the two gases:

k_F/k_Ar = (Q_F/Q_Ar) e^(−Δ/T),  Δ = E_F − E_Ar.

The limit Δ = 0 makes the two model cross sections proportional, and the ratio is then constant. The model thresholds are set to 14.75 eV for the fluorine line and 13.48 eV for the argon line, close to the real ones, so Δ = 1.27 eV. Between 2 and 5 eV the ratio grows by

exp[1.27 (1/2 − 1/5)] = 1.464,

while k_Ar itself grows by a factor of 90.2. Division by the argon line removes most of the temperature dependence in this model, but not all of it.

## 3. General cross sections: sensitivity at one temperature

Now let σ be any bounded excitation cross section, and write J(T) = ∫ σ ε e^(−ε/T) dε. Then

ln k = constant − (3/2) ln T + ln J.

Differentiating the exponential with respect to T brings down ε/T², so

T (dJ/dT)/J = ⟨ε⟩/T,  ⟨ε⟩ = ∫ ε σ ε e^(−ε/T) dε / ∫ σ ε e^(−ε/T) dε.

The weight is that of the excitation events, so ⟨ε⟩ is the mean energy of the electrons that cause excitation. Hence

d ln k/d ln T = ⟨ε⟩/T − 3/2,

d ln(k_F/k_Ar)/d ln T = (⟨ε⟩_F − ⟨ε⟩_Ar)/T.

The threshold law provides a check. There

⟨ε⟩ = E + ∫u² e^(−u/T)du / ∫u e^(−u/T)du = E + 2T³/T² = E + 2T,

which gives d ln k/d ln T = E/T + 1/2. This agrees with k ∝ T^(1/2) e^(−E/T). For the line ratio the slope is Δ/T, or 0.423 at 3 eV: a 10 % rise in T raises the ratio by about 4 %.

The slope formula also shows why a stationary ratio doesn't prove proportionality. Equal mean exciting energies suffice at one temperature. As an example, keep the threshold law for argon but give fluorine the shape (1 − E_F/ε)(E_F/ε), which falls at high energy. The additional factor 1/ε favours slower electrons and lowers ⟨ε⟩_F, which can offset the higher fluorine threshold. The two means become equal at T = 4.27 eV, where the ratio has a maximum. At 2 eV the ratio is only 0.855 of that maximum. Independence of temperature must therefore be required over an interval.

## 4. Independence over an interval forces proportionality

One direction is immediate. If σ_F = cσ_Ar at every energy, then k_F = c k_Ar for any electron distribution, Maxwellian or not, because k is linear in σ.

For the converse, suppose k_F = c k_Ar for all Maxwellian temperatures in some open interval. Define s = 1/T and

D(ε) = ε[σ_F(ε) − cσ_Ar(ε)],  G(s) = ∫₀^∞ D(ε) e^(−sε) dε.

The common prefactor of the rate coefficients drops out, so G(s) = 0 on an open interval of s. It has to be shown that D = 0.

**Extension to all s > 0.** Choose s₁ inside the interval and expand e^(−(s−s₁)ε) in powers of s₁ − s:

G(s) = Σ_n [(s₁ − s)ⁿ/n!] ∫ εⁿ D e^(−s₁ε) dε.

Bounded cross sections give |D| ≤ Mε with some constant M. The nth term is then at most

M |s − s₁|ⁿ (n+1)!/(n! s₁^(n+2)) = M (n+1)|s − s₁|ⁿ/s₁^(n+2),

and the series converges absolutely for |s − s₁| < s₁. Its coefficients are derivatives of G at s₁, and these vanish because G is zero around s₁. Hence G = 0 on (0, 2s₁). Repeating the argument from a point close to the upper end nearly doubles the range again, and so on, until every s > 0 is covered.

**From rates to moments.** Choose s₀ > 0 and h > 0 with 2s₀ > h, and set s_n = s₀ + nh for n = 0, 1, 2, … Put x = e^(−hε), so that dε = −dx/(hx). As ε runs from 0 to ∞, x runs from 1 to 0, and the minus sign reverses the limits:

G(s_n) = ∫₀¹ xⁿ g(x) dx,  g(x) = x^(s₀/h − 1) D/h.

The values of G are thus the moments μ_n of g. The same substitution gives

∫₀¹ g² dx = (1/h) ∫₀^∞ D² e^(−(2s₀−h)ε) dε,

which is finite because 2s₀ > h.

**From moments to the function.** The Legendre polynomials shifted to (0,1) are

p_l(x) = Σ_k (−1)^(l+k) C(l,k) C(l+k,k) x^k,  k = 0 … l,

where C(l,k) is a binomial coefficient. They are orthogonal, with ∫p_l² dx = 1/(2l+1). The projection of g on p_l is a finite sum of moments:

a_l = ∫ p_l g dx = Σ_k (−1)^(l+k) C(l,k) C(l+k,k) μ_k.

Polynomials approximate every square-integrable function on (0,1) as closely as desired in the mean square, so the expansion is complete and

∫₀¹ g² dx = Σ_l (2l+1) a_l².

If all moments vanish, every a_l vanishes, so ∫g² dx = 0 and D = 0 except possibly on a set of energies of zero measure. Such a set has no effect on any rate. Therefore σ_F = cσ_Ar.

A case in which D is not zero tests this chain. Take two threshold-law cross sections with equal Q and the thresholds of Section 2, and let c = 0.6549, their rate ratio at 3 eV. At that single temperature the rates fit k_F = c k_Ar. With s₀ = 0.2 eV⁻¹ and h = 0.05 eV⁻¹, the sum built from rate information recovers 0.974 of ∫g² dx up to order 30, and 0.9997 up to order 120. The reference value of the integral was computed directly from the cross sections. Exact rates at other temperatures thus reveal the difference that the rate at 3 eV conceals. This tests the proof and is not a method for measured data: the large alternating coefficients amplify errors, and with random errors of 0.1 % in the rates the sum is already useless at order 10.

For the actual lines strict proportionality is impossible. The fluorine threshold lies above the argon threshold, and between the two an electron can excite the argon level but not the fluorine level. With direct excitation alone, tracking over a range of Maxwellian temperatures can only be approximate. The slope formula of Section 3 gives the local sensitivity to T; over a wider range the values of k_F/k_Ar themselves must be compared.

## 5. A second source of fluorine light: the parent gas

An electron can also break a parent molecule and leave the fluorine atom in the emitting level. With rate coefficient k_P for this process, n_F k_F is replaced by

n_F k_F + n_P k_P = n_F k_F (1 + d_P),  d_P = n_P k_P/(n_F k_F).

The threshold is at least the bond energy B plus E_F. With the threshold law starting at B + E_F,

d_P = (n_P/n_F)(Q_P/Q_F) e^(−B/T).

At fixed composition this share grows with T. The revealing limit is n_F → 0 with the parent gas still present. Direct excitation vanishes, but the line remains:

R → C (n_P/n_Ar)(k_P/k_Ar), without stepwise argon excitation.

Read as direct emission, this light would indicate a fluorine density n_P k_P/k_F where there is none. At fixed n_P and n_Ar, a plot of R against n_F then has an offset, and R is not proportional to n_F even at constant T.

## 6. A second source of argon light: metastables

Argon metastables, with density n_m = x_m n_Ar, can be excited to the emitting level with rate coefficient k_mu. The argon line then becomes stronger by the factor

1 + d_m,  d_m = x_m k_mu/k_Ar.

Let k_gm be the rate coefficient for making metastables from the ground state, and L their loss rate by all routes other than excitation to the emitting level. Their balance is

n_e k_gm n_Ar = (L + n_e k_mu) n_m,

so that

d_m = n_e k_gm k_mu/[(L + n_e k_mu) k_Ar].

Let E_m be the metastable energy. The second step needs E_Ar − E_m, so the two thresholds add up to that of direct excitation. With the threshold law the exponentials in k_gm k_mu/k_Ar cancel:

k_gm k_mu/k_Ar = v̄ Q_gm Q_mu/Q_Ar.

When n_e k_mu ≪ L,

d_m ≈ n_e v̄ Q_gm Q_mu/(Q_Ar L).

If L is fixed, the remaining temperature dependence is only T^(1/2). In this regime, for Maxwellian electrons, stepwise excitation disturbs the measurement mainly through electron density and metastable loss. The power 1/2 belongs to the threshold law. With the falling shape of Section 3 for all three cross sections, d_m at fixed L drops slightly between 2 and 5 eV, to 0.89 of its value. For the Druyvesteyn electrons of Section 9 the cancellation fails, and d_m falls by about a factor of 4 over the same range.

For the gas and electron density of state 1 in Section 8, d_m is 0.0357 at 2 eV and 0.0558 at 5 eV. The ratio of these values is 1.56, close to (5/2)^(1/2) = 1.58. At 2, 3 and 5 eV the simple formula differs from the full expression by less than 2 % of the latter.

The dependence on n_e doesn't continue without limit. Electrons also transfer metastables to neighbouring levels that radiate, with rate coefficient k_mix, so L contains a term k_mix n_e. At high electron density the other losses become negligible and

d_m → k_gm k_mu/[(k_mix + k_mu) k_Ar],

which no longer contains n_e. In the opposite limit, n_e → 0 with other losses present, d_m → 0 and direct excitation is recovered.

## 7. The complete condition

With both additional channels,

R = C (n_F/n_Ar)(k_F/k_Ar)(1 + d_P)/(1 + d_m).

Demand that R = A n_F/n_Ar with one nonzero constant A while n_F, n_P and x_m vary independently and T covers an open interval. Writing y = n_P/n_F, this is

C(k_F + y k_P) = A(k_Ar + x_m k_mu).

At fixed T, take two values of y with the same x_m and subtract: k_P = 0. Then take two values of x_m: k_mu = 0. What remains is k_F/k_Ar = A/C over an interval, and Section 4 gives σ_F = (A/C)σ_Ar. Conversely, these conditions make R proportional to n_F/n_Ar.

This is the sense in which "only if" is true. Without independent variation it fails: whenever d_P = d_m, for instance, the two additional channels cancel. Also, dominance of direct excitation is weaker than absence of the other channels. It makes the correction factor close to one, not equal to one.

When the additional channels are known, the formula can be solved for the wanted ratio. Multiplying by (k_Ar/k_F)(1 + d_m)/C and subtracting the parent term gives

n_F/n_Ar = (R/C)(k_Ar/k_F)(1 + d_m) − (n_P/n_Ar)(k_P/k_F).

The second term is the offset found in Section 5.

## 8. Two states of a silicon etch in SF6

The example is modelled on an inductively coupled SF6 etch of silicon at 20 mTorr and a gas temperature of 400 K, which gives a gas density of 4.83×10¹⁴ cm⁻³. The argon fraction is held at 0.05.

State 1: T = 3.0 eV, n_e = 1×10¹¹ cm⁻³, F fraction 0.05, SF6 fraction 0.60.

State 2: T = 3.5 eV, n_e = 2×10¹¹ cm⁻³, F fraction 0.20, SF6 fraction 0.30.

The rest of the gas consists of other fragments, whose emission and quenching are ignored. The amplitudes are Q_F = 1.0×10⁻¹⁷, Q_Ar = 1.5×10⁻¹⁷, Q_P = 1.0×10⁻¹⁸, Q_gm = 3.0×10⁻¹⁷ and Q_mu = 1.5×10⁻¹⁶ cm². In the model the bond energy is set to 4 eV and the metastable energy to 11.55 eV.

For state 1,

k_F/k_Ar = (1.0/1.5) exp(−1.27/3.0) = 0.437,

d_P = (0.60/0.05)(0.1) exp(−4/3.0) = 0.316.

The metastables are lost to the wall at 1×10³ s⁻¹, to SF6 with coefficient 2×10⁻¹⁰ cm³/s, and by electron mixing with k_mix = 2×10⁻⁷ cm³/s:

L = 1×10³ + (2×10⁻¹⁰)(0.60)(4.83×10¹⁴) + (2×10⁻⁷)(1×10¹¹) = 7.89×10⁴ s⁻¹.

This leads to x_m = 9.27×10⁻⁵ and d_m = 0.0435. Since n_F = n_Ar here,

R/C = 0.4366 × 1.3163/1.0435 = 0.551.

For state 2 the same steps give k_F/k_Ar = 0.464, d_P = 0.0478, L = 7.00×10⁴ s⁻¹ and d_m = 0.104, so

R/C = 4 × 0.4638 × 1.0478/1.1041 = 1.76.

The true n_F/n_Ar rises by a factor of 4. The line ratio multiplies this by three factors:

excitation: 0.4638/0.4366 = 1.062,

parent gas: 1.0478/1.3163 = 0.796,

metastables: 1.0435/1.1041 = 0.945.

The inferred rise is 4 × 1.062 × 0.796 × 0.945 = 3.20, which is 20 % below the true one. A separate solution of the argon rate equations, including electron de-excitation of the emitting level to the metastable, also gives 3.20.

The parent gas causes the largest of the three errors. In state 1 nearly a quarter of the fluorine light, 0.316/1.316, comes from SF6, and this share falls to about 5 % in state 2, where more of the gas is dissociated. With no fluorine atoms at all, the SF6 light in state 1 would imitate a fluorine fraction of 0.016 if it were read as direct emission. The threshold difference alone would have made the inferred rise 6 % too large. The metastable error has two main causes of similar size: the doubled electron density and the weaker quenching by SF6. Starting from state 1, either change alone would raise d_m by a factor of about 1.6. The second cause exists only because the fragments are taken not to quench: if all gas other than argon quenched like SF6, the metastable factor would be 0.976 and the inferred rise 3.30. The effect of electron density is less than a factor of 2 because mixing also raises L. The higher v̄ adds 8 %.

## 9. How far the numbers carry over to a real etch

The pressure, electron density and electron temperature lie in the rough range of inductively coupled etching. The thresholds are rough values for the real lines, but the amplitudes, compositions and loss coefficients are round model parameters. In particular, Q_mu may be much too large for the 750.4 nm line, because no dipole-allowed transition leads from the metastables to its upper level. With a tenth of this amplitude, d_m would be only 0.004 and 0.011 in the two states, and the inferred rise would be 3.36 instead of 3.20. The 20 % error shows that such effects can matter, but its size and even its sign depend on these parameters and on the electron distribution. It is not a prediction for a particular reactor.

The shape of the two direct cross sections matters little for the excitation factor if both change together. Giving both the falling shape of Section 3, each with its own threshold, changes this factor from 1.062 to 1.065. If only the fluorine cross section falls it becomes 1.02, and if only the argon one falls, 1.11. Giving the falling shape to all five cross sections lowers d_m to 0.013 and 0.029 and moves the inferred rise to 3.30.

The Maxwellian assumption matters more. A Druyvesteyn distribution, in which e^(−ε/T) is replaced by e^(−aε²), with the same mean energies as in the two states, raises the excitation factor to 1.30. Fixing the mean energy at 3T/2 makes a proportional to 1/T², with aT² ≈ 0.24. The logarithmic fall of the exponential at energy E is then 2aE ≈ 0.49E/T², compared with 1/T for the Maxwellian. It is steeper when E exceeds about 2.1T, as it does at both thresholds. The electrons in the gap between the thresholds therefore count for more, and their share changes more strongly with T. With the other model parameters unchanged, the parent factor becomes 0.99 and the metastable factor 0.92. The inferred rise is then 4.7 instead of 3.2, so the line ratio overstates the true rise of 4 instead of understating it.

Quenching of the emitting levels is small at this pressure. With an assumed coefficient of 5×10⁻¹⁰ cm³/s, its rate is 0.5 % of radiative decay for argon and 0.7 % for fluorine. Gas heating acts differently. If the gas warms from 400 to 500 K at fixed pressure and composition, all densities fall by 20 %, but n_F/n_Ar stays the same. At fixed T and n_e the line ratio changes by less than 1 % in this model with Maxwellian electrons (less than 2 % with Druyvesteyn electrons), through weaker quenching of the metastables. It therefore doesn't reveal the loss of fluorine density, and n_Ar must be corrected separately. Cascades and reabsorption have not been sized.

For a comparison between process states, the formula gives a conditional rule. The change in R can be read as the change in n_F/n_Ar to the extent that d_P and d_m stay small or constant and the electron distribution changes little. The factor C must also stay constant, which deposits on the window can prevent, and fragments other than the parent gas must add little fluorine light. For d_P the first condition is most at risk when the parent gas is weakly dissociated, because n_P/n_F is then large. The numerical output lists the intermediate values for both states.

Computed values

```
Thresholds F, Ar (rough): 14.75, 13.48 eV
Metastable energy, bond energy (rough): 11.55, 4.0 eV
Q_F, Q_Ar, Q_parent: 1.0e-17, 1.5e-17, 1.0e-18 cm2
Q_gm, Q_mu: 3.0e-17, 1.5e-16 cm2
Pressure, gas temperature: 20 mTorr, 400 K
Gas density: 4.828e+14 cm-3; argon fraction 0.05
Metastable quenching, mixing: 2.0e-10, 2.0e-07 cm3/s
Metastable wall loss: 1.0e+03 1/s
Radiative decay Ar, F: 4.5e+07, 3.5e+07 1/s
State 1: T 3.0 eV, n_e 1.0e+11 cm-3, F 0.05, SF6 0.60
  k_F, k_Ar: 8.489e-12, 1.944e-11 cm3/s
  k_F/k_Ar: 0.4366
  metastable loss: 7.894e+04 1/s
  metastable fraction of argon: 9.267e-05
  parent share d_P: 0.3163
  stepwise share d_m: 0.0435
  line ratio R/C, formula: 0.5507
  line ratio R/C, rate matrix: 0.5508
State 2: T 3.5 eV, n_e 2.0e+11 cm-3, F 0.20, SF6 0.30
  k_F, k_Ar: 1.851e-11, 3.991e-11 cm3/s
  k_F/k_Ar: 0.4638
  metastable loss: 6.997e+04 1/s
  metastable fraction of argon: 3.841e-04
  parent share d_P: 0.0478
  stepwise share d_m: 0.1041
  line ratio R/C, formula: 1.7606
  line ratio R/C, rate matrix: 1.7619
True change of n_F/n_Ar: 4.000
Excitation factor: 1.0623
Parent factor: 0.7960
Metastable factor: 0.9451
Inferred change of n_F/n_Ar: 3.199
Error of inferred change: -20.0 %
Apparent F fraction with no F atoms, state 1: 0.0158
k_F/k_Ar growth from 2 to 5 eV: 1.464
k_Ar growth from 2 to 5 eV: 90.2
d_m at 2 and 5 eV, state 1 gas and n_e: 0.0357, 0.0558
Largest error of simple d_m: 1.93 %
Log slope of k_F/k_Ar at 3 eV: 0.4233
Mixed-shape pair, stationary temperature: 4.270 eV
Mixed-shape ratio at 2 eV / its maximum: 0.8547
Uniqueness test, trial constant c (equal Q): 0.6549
Norm recovered up to order 30: 0.97377
Norm recovered up to order 120: 0.99967
Excitation factor, falling cross sections: 1.0647
Excitation factor, Druyvesteyn electrons: 1.3023
Upper-level quenching coefficient: 5.0e-10 cm3/s
Quenching/radiation, Ar: 0.54 %
Quenching/radiation, F: 0.69 %
Density change, gas 400 to 500 K: -20.0 %
```
